# Why Carriers in n-Type Silicon Screen Common but Not Relative Valley Shifts

Q: I work with heavily doped n-type silicon. A long-wave acoustic phonon shifts the conduction valleys. I am told that the free carriers screen part of this shift and leave the rest alone. Before we discuss screening, what are the two parts?

A: There are six valleys, in opposite pairs along the cubic axes $x,y,z$. To first order, a strain $\varepsilon_{ab}$ moves the bottom of an $x$ valley by $\sum_{ab}\Lambda_{ab}\varepsilon_{ab}$, with $\Lambda$ symmetric. The valley is mapped onto itself by $y\to-y$, by $z\to-z$ and by exchange of $y$ and $z$. The reflections reverse the sign of every off-diagonal element of $\Lambda$, so these vanish. The exchange makes $\Lambda_{yy}=\Lambda_{zz}$. Two constants remain:

$$V_i=\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\,\hat n_i\cdot\varepsilon\cdot\hat n_i ,$$

where $\hat n_i$ is the axis of valley $i$. Opposite valleys shift equally. Averaging over the axes replaces $\hat n_i\cdot\varepsilon\cdot\hat n_i$ by $\mathrm{Tr}\,\varepsilon/3$, so

$$V_i=\underbrace{\left(\Xi_d+\tfrac13\Xi_u\right)\mathrm{Tr}\,\varepsilon}_{\text{common}}+\underbrace{\Xi_u\left(\hat n_i\cdot\varepsilon\cdot\hat n_i-\tfrac13\mathrm{Tr}\,\varepsilon\right)}_{\text{relative}} .$$

The relative parts add up to zero over the valleys.

Q: So any shear gives a relative shift?

A: No. A pure $\varepsilon_{xy}$ has no diagonal elements in the cubic axes and shifts no valley at this order. The shear that matters makes the diagonal strains unequal, for example $\varepsilon_{xx}=-\varepsilon_{yy}$.

Q: How do the electrons respond to these shifts?

A: Take one valley and a static potential energy of wave vector $\mathbf q$ and amplitude $U_i$. I use atomic units. In equilibrium the density matrix commutes with the Hamiltonian. With unperturbed occupations $f_{\mathbf k}$ and energies $\epsilon_{\mathbf k}$, the first-order part of that condition is

$$(\epsilon_{\mathbf k+\mathbf q}-\epsilon_{\mathbf k})\,\rho_{\mathbf k+\mathbf q,\mathbf k}+U_i(f_{\mathbf k}-f_{\mathbf k+\mathbf q})=0 .$$

Solving for $\rho$ and summing over $\mathbf k$ and two spins gives the density change

$$\delta n_i=-\chi_iU_i,\qquad \chi_i=2\int\!\frac{d^3k}{(2\pi)^3}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\epsilon_{\mathbf k+\mathbf q}-\epsilon_{\mathbf k}} .$$

Since $f$ falls with energy, $\chi_i>0$: electrons leave places where their energy is raised. For $q\to0$ the fraction becomes $-\partial f/\partial\epsilon=\partial f/\partial\mu$, and $\chi_i\to n_v'$, where $n_v$ is the density in one valley and a prime means a derivative in the chemical potential $\mu$. All six valleys have the same $n_v'$.

The phonon wave vector is far too small to carry an electron from one valley to another, so the valleys respond separately to the potential that each one feels.

Q: Then both kinds of shift move electrons. Where does the difference come from?

A: From the potential that the moved electrons create. Let $\phi$ be the electron potential energy due to the induced charge. In the Hartree approximation, Poisson's equation reads

$$\phi=v\sum_j\delta n_j,\qquad v=\frac{4\pi}{\varepsilon_bq^2},$$

with $\varepsilon_b$ the dielectric constant of the undoped lattice. The sign is positive because extra electrons repel further electrons. This equation contains the total density and does not ask which valley the electrons occupy.

Each valley feels $U_i=V_i+\phi$. Insert $\delta n_i=-\chi_i(V_i+\phi)$:

$$\phi=-v\sum_j\chi_jV_j-v\phi\sum_j\chi_j .$$

Collect the terms in $\phi$ and define

$$\bar V=\frac{\sum_j\chi_jV_j}{\sum_j\chi_j},\qquad \kappa^2=\frac{4\pi}{\varepsilon_b}\sum_j\chi_j .$$

Then $v\sum_j\chi_j=\kappa^2/q^2$, and

$$\phi=-\frac{\kappa^2/q^2}{1+\kappa^2/q^2}\,\bar V=-\frac{\kappa^2}{q^2+\kappa^2}\,\bar V .$$

Adding this to $V_i$ gives the screened shift,

$$V_i^{\rm scr}=(V_i-\bar V)+\frac{q^2}{q^2+\kappa^2}\,\bar V .$$

For $q\ll\kappa$ the second term is small. As the $\chi_i$ become equal, $\bar V$ becomes the plain mean, which is the common shift. The relative shifts survive because they give $\sum_j\delta n_j=0$, and then $\phi=0$.

Q: Can you put that in terms of energy? I would like to see why the electrons cancel one pattern and tolerate the other.

A: Consider the quadratic energy, apart from a common normalization, with equal $\chi$:

$$F=\sum_i\frac{\delta n_i^2}{2\chi}+\sum_iV_i\,\delta n_i+\frac v2\Big(\sum_i\delta n_i\Big)^2 .$$

Setting $\partial F/\partial\delta n_i=0$ gives $\delta n_i/\chi+V_i+\phi=0$, the response used above. The first term is the band cost of changing the filling, the last is the Coulomb cost.

Now use the normalized total $a=\sum_i\delta n_i/\sqrt6$ and five independent patterns $b_m$ orthogonal to it. Then $\sum_i\delta n_i^2=a^2+\sum_mb_m^2$, and the Coulomb term is $3va^2$. The quadratic part becomes

$$\frac{1}{2\chi}\left(1+6v\chi\right)a^2+\frac1{2\chi}\sum_mb_m^2,\qquad 6v\chi=\frac{\kappa^2}{q^2} .$$

At long wavelength the charged pattern is very stiff. A common shift would push electrons from crest to trough, but a small charge already builds a potential that nearly cancels the push. In the five neutral patterns, some valleys gain electrons at a given place while others lose as many there. No electron needs to change valley: each valley only redistributes its own electrons along the wave. These patterns have no Coulomb stiffness, so only the band cost limits them and no opposing potential appears.

Q: Give me numbers for a doped contact.

A: I take $10^{20}\ \mathrm{cm^{-3}}$ carriers at 300 K, masses $0.92$ along and $0.19$ across each valley axis in units of the electron mass, $\varepsilon_b=11.7$, $\Xi_d=1$ eV and $\Xi_u=9$ eV. These are rough model values. Filling six parabolic valleys with the Fermi function gives $\mu=0.065$ eV above the valley bottom and $dn/d\mu=1.778\times10^{21}\ \mathrm{cm^{-3}/eV}$ for all valleys together.

The long-wave formula for $\kappa$ then gives $1.658\ \mathrm{nm^{-1}}$, or a screening length of $0.603$ nm ($6.03$ angstrom). For a wavelength of 20 nm, $q=2\pi/20=0.3142\ \mathrm{nm^{-1}}$, and

$$\frac{q^2}{q^2+\kappa^2}=\frac{0.0987}{0.0987+2.750}=0.0347 .$$

About 3.5% of a common shift should remain.

For a wave with unit propagation vector $\hat q$ and unit polarization $\hat e$, the strain per unit amplitude is $(\hat q\hat e+\hat e\hat q)/2$. Three imposed waves separate the cases:

- Longitudinal along [111]: each diagonal strain is $1/3$, so every valley shifts by $1+9/3=4$ eV per unit strain. This is purely common.
- Transverse along [110], polarized along $[1\bar10]$: the diagonal strains are $1/2,-1/2,0$, so the shifts are $4.5,-4.5,0$ eV. This is purely relative.
- Longitudinal along [100]: the shifts are $10,1,1$ eV, a common 4 eV plus relative parts $6,-3,-3$ eV.

I computed the screened values without the response formula. The Schrödinger equation of each valley was solved in plane waves for a weak cosine potential, the thermal density was summed, and $\phi$ was adjusted until its first harmonic satisfied Poisson's equation. In eV per unit strain, for the $x,y,z$ pairs:

| Wave | Bare | Screened |
|---|---|---|
| Longitudinal [111] | 4.00, 4.00, 4.00 | 0.14, 0.14, 0.14 |
| Transverse [110] | 4.50, −4.50, 0 | 4.50, −4.50, 0 |
| Longitudinal [100] | 10.00, 1.00, 1.00 | 6.09, −2.91, −2.91 |

In the [100] wave the common 4 eV is almost gone, while the 9 eV difference between the $x$ valleys and the others is untouched.

Q: In the transverse [110] wave, are the carriers then inactive?

A: They are active. The computed relative density changes are $-78.6$ in the $x$ valleys and $+78.6$ in the $y$ valleys, per unit strain. At a strain of $10^{-4}$ this is a change of about 0.8% in each. The long-wave estimate is $-V_in_v'/n_v=-4.5\times17.78=-80.0$; the small reduction comes from the finite wavelength. The two changes cancel in the charge, so they leave the potential unchanged.

Q: Is the separation between common and relative parts still clean at finite wavelength?

A: Not in general, because the mass along $\mathbf q$ differs between valleys. To see the effect, expand $\chi_i$ in $q$. First treat an isotropic mass $m$ and shift $\mathbf k$ by $-\mathbf q/2$. The two energies become $E\pm\Delta/2$, with

$$E=\epsilon+\frac{q^2}{8m},\qquad \Delta=\frac{\mathbf k\cdot\mathbf q}{m} .$$

A Taylor expansion, now with primes on $f$ meaning derivatives in energy, gives

$$\frac{f(E-\Delta/2)-f(E+\Delta/2)}{\Delta}\simeq-f'(\epsilon)-\frac{q^2}{8m}f''(\epsilon)-\frac{\Delta^2}{24}f'''(\epsilon) .$$

Since $f$ depends on $\epsilon-\mu$, the first two terms integrate to $n_v'-q^2n_v''/(8m)$. In the third, the angular average is $\Delta^2\to k^2q^2/(3m^2)=2\epsilon q^2/(3m)$. The density of states varies as $\epsilon^{1/2}$, and integration by parts gives

$$\int\epsilon^{3/2}f'''\,d\epsilon=-\frac32\int\epsilon^{1/2}f''\,d\epsilon .$$

The third term is therefore $+\frac{1}{24}\cdot\frac23\cdot\frac32\,q^2n_v''/m=q^2n_v''/(24m)$. Altogether, $-\frac18+\frac1{24}=-\frac1{12}$.

For an ellipsoid, stretch each component of $\mathbf k$ so that the energy becomes isotropic with mass $m_d=(m_lm_t^2)^{1/3}$. This choice leaves the volume element unchanged, and $q^2/m$ becomes $q^2/m_i$, where $1/m_i=\sum_a\hat q_a^2/m_{i,a}$ is the inverse mass of valley $i$ along $\mathbf q$. Thus

$$\chi_i\simeq n_v'-\frac{q^2}{12m_i}n_v'' .$$

For shifts whose plain sum is zero, the $n_v'$ terms cancel in $\bar V$. To leading order, with $q\ll\kappa$,

$$\phi\simeq-\bar V=\frac{q^2}{12}\,\frac{n_v''}{n_v'}\,\frac16\sum_i\frac{V_i}{m_i} .$$

A relative shift can therefore induce some charge, and its potential vanishes as $q^2$.

Q: Why was there none in your [110] wave?

A: There the $x$ and $y$ valleys have equal masses along $\mathbf q$ and opposite shifts, so the sum vanishes by symmetry. Turn the wave to [120], with polarization along $[2\bar10]$. The shifts are $3.6,-3.6,0$ eV, but the masses along $\mathbf q$ now differ. The same self-consistent calculation gives $\phi=0.017$ eV per unit strain at 20 nm and $0.00106$ eV at 80 nm. The ratio is 16, as the square of the wavelength ratio requires, and the formula also gives $0.00106$ eV at 80 nm. The polarization is imposed here to isolate the effect. In silicon the actual quasi-transverse phonon along [120] is tilted from it by about 6° and carries some dilation. That adds a common shift of about 0.44 eV per unit amplitude, and the potential that screens it is much larger than 0.017 eV and does not vanish at long wavelength.

The expansion also explains why 0.142 eV remains of the common 4 eV at 20 nm, a fraction of 0.0354 and not 0.0347. The density of states rises with energy, so $n_v''>0$ and $\chi_i$ falls slightly with $q$, which weakens the screening. At 10 nm the computed fraction is 0.136, against 0.126 from the long-wave $\kappa$.

Q: The value of $\Xi_d$ is hard to pin down. Does that spoil the prediction?

A: Not for long waves at this doping. A change in $\Xi_d$ adds the same energy to all valleys. So does any other macroscopic potential that acts equally on them. The factor $q^2/(q^2+\kappa^2)$ suppresses the whole sum. When I lower $\Xi_d$ by 10 eV in the [100] wave at 20 nm, each screened coupling moves by only $-0.35$ eV. The difference between valleys, set by $\Xi_u$, does not move.

This depends on heavy doping. With wavelength and temperature fixed, and $10^{17}\ \mathrm{cm^{-3}}$ carriers, 95% of the common shift remains. The condition is $q\ll\kappa$, and $\kappa$ falls with the carrier density.

Q: Does the common coupling really go to zero for very long waves? The donors are attached to the lattice.

A: That motion leaves a finite remainder. Let the dilation be $s=\mathrm{Tr}\,\varepsilon$. The donor density changes by $-ns$, so the electrons no longer see a fixed positive background. Subtracting the donor change in Poisson's equation gives, for a common shift $V$,

$$\phi=v\Big[-\sum_j\chi_j\,(V+\phi)+ns\Big].$$

Add $V$ to both sides and collect $V+\phi$:

$$V+\phi=\frac{V+vns}{1+v\sum_j\chi_j}\;\xrightarrow{q\to0}\;\frac{n}{dn/d\mu}\,s .$$

Here $n/(dn/d\mu)=10^{20}/(1.778\times10^{21})=0.056$ eV. It is small beside the bare 4 eV, but it raises the screened 0.14 eV of the [111] wave at 20 nm to about 0.20 eV, and at 80 nm it exceeds the fixed-donor remainder, $4\times0.00224=0.009$ eV. The electrons must follow the diluted donors to stay neutral, and this needs a small push. A volume-conserving shear has $s=0$ and no such term. These numbers hold for fixed effective masses. If the density-of-states mass changes by a fraction $\gamma s$, the density at fixed filling energy changes by $\frac32\gamma ns$, and the same neutrality argument multiplies the remainder by $1+\frac32\gamma$. So 0.056 eV indicates the size of the remainder, not its precise value.

Q: You used a static strain. My phonon moves.

A: Then the carriers must have time to rearrange. If they diffuse within each valley and do not change valley,

$$-i\omega\,\delta n_i+D_iq^2\left[\delta n_i+n_v'(V_i+\phi)\right]=0 .$$

The bracket drives the density toward its static value. Solving for $\delta n_i$ gives

$$\chi_i(\omega)=\frac{n_v'}{1-i\omega/(D_iq^2)} ,$$

so unequal diffusion constants again give unequal weights in $\bar V$.

For a rough mobility of $100\ \mathrm{cm^2/Vs}$, the Einstein relation gives a mean $D=100\times0.0562=5.6\ \mathrm{cm^2/s}$. With a sound speed of 8500 m/s, $\omega/(Dq^2)=0.048$ at 20 nm. I set $D_i$ inversely proportional to the mass along $\mathbf q$ and solved these equations together with Poisson's equation. The induced potential is now complex. Its change from the static value has modulus 0.27 eV per unit strain for the [100] wave and 0.006 eV for [111]. It is zero for the transverse [110] wave, whose two active valleys have equal $D_i$. To first order in $\omega/(D_iq^2)$ the change is imaginary, that is, out of phase with the strain.

The mean free path is about 5 nm, so $q$ times the path is 1.6. Diffusion requires this product to be small, so the estimate is pushed beyond its proper range, and 0.27 eV is at best an order of magnitude.

Q: And if electrons scatter quickly between valleys?

A: Suppose this scattering is fast enough to give all valleys one local electrochemical shift $\xi$. Then $\delta n_i=n_v'(\xi-V_i-\phi)$. Scattering between valleys conserves the total, so summing the diffusion equations gives

$$-i\omega\sum_i\delta n_i+\xi\,q^2n_v'\sum_iD_i=0 .$$

For $q\ll\kappa$ the total density change is nearly zero. Hence $\xi\simeq0$, and the neutrality condition gives $\phi\simeq-\frac16\sum_iV_i$. The plain mean is removed, as in the static case, even though the $D_i$ differ.

Without this help, and with unequal $D_i$, the static result needs $\omega\ll D_iq^2$ in every valley as well as $q\ll\kappa$. A purely common shift stays almost fully screened without the first condition, provided $\omega\ll D\kappa^2$, although its small remainder can then exceed the static value. The vanishing potential of the transverse [110] wave does not need the first condition either. Since $\omega/(Dq^2)$ varies as $1/q$, the mean $D$ would put the lower scale at $0.048\times0.314=0.015\ \mathrm{nm^{-1}}$. The slowest valley decides, however: in the [100] wave the $x$ valleys have $D_x=0.28D$, which raises the lower scale to $0.054\ \mathrm{nm^{-1}}$. The upper scale is $1.66\ \mathrm{nm^{-1}}$. Neither is a sharp limit: at the lower scale the diffusion equations already change the potential of the [100] wave by about 1.3 eV per unit strain, so $q$ must lie well above it.

Q: Is "unscreened" true beyond the Hartree approximation?

A: The relative shifts can still be altered by exchange, which distinguishes valleys. Adding $\delta n_i$ electrons to a valley lowers the energy of electrons of the same spin there. Half of the added electrons have a given spin, so I estimate the energy change as $-\frac12\langle v_s\rangle\delta n_i$, where $\langle v_s\rangle$ is the statically screened Coulomb interaction averaged over an isotropic Fermi surface. With $\phi=0$, the effective shift obeys

$$U_i=V_i-\tfrac12\langle v_s\rangle\delta n_i=V_i+gU_i,\qquad g=\tfrac12n_v'\langle v_s\rangle ,$$

because $\delta n_i=-n_v'U_i$. Hence $U_i=V_i/(1-g)$. For the example the factor is about 1.06. This rough correction strengthens the relative shift. It leaves out correlation beyond static screening.

Q: How far may I carry these numbers over to a real contact?

A: The masses and dielectric constant are close to those of silicon, $\Xi_u=9$ eV is a typical size, and $10^{20}\ \mathrm{cm^{-3}}$ belongs to heavily doped source and drain regions. $\Xi_d=1$ eV is the least certain input, and screening suppresses its effect only for $q\ll\kappa$. A real contact departs from the static, collisionless picture: the diffusion estimate adds an out-of-phase part of roughly 0.3 eV to the [100] couplings of 6.1 and −2.9 eV. That figure is for 20 nm with no scattering between valleys; a valley relaxation rate of $10^{13}\ \mathrm{s^{-1}}$ lowers it to about 0.19 eV. Exchange screened with a constant $\kappa$ would change the relative parts by about 6%. The figure depends on how screening is treated: it is 7 to 8% with wave-vector-dependent screening and about 22% for unscreened local exchange. Random donor positions and band distortion at this doping are not sized.

For a transport model, it is therefore reasonable to screen the mean valley coupling and keep the relative ones when $q$ lies well inside the window above. For larger $q$, use the full $\chi_i(q)$, since the common coupling returns: at 10 nm, 14% of it is already back.

Most of the momentum that electrons lose to acoustic phonons within a valley is lost at such larger $q$. An electron scattered across its valley's Fermi surface changes its wave vector by about $2k_F$. For a sphere holding the same density, $k_F=(3\pi^2n_v)^{1/3}=0.79\ \mathrm{nm^{-1}}$, so $2k_F=1.6\ \mathrm{nm^{-1}}$, close to $\kappa$. There even the long-wave formula leaves about half of the common shift, the full $\chi_i(q)$ leaves about two thirds, and the value of $\Xi_d$ matters again.
